\section*{Lead self-energy in a nonorthogonal localised basis}

\section{Definitions and conventions}

Let $|i\rangle$ be linearly independent localised functions, with
\begin{equation}
S_{ij}=\langle i|j\rangle ,\qquad H_{ij}=\langle i|\hat H|j\rangle .
\end{equation}
Both matrices are Hermitian and $S$ is positive definite. The Hamiltonian is a one-particle operator restricted to the span of the basis. Write $z=E+i\eta$ with $\eta>0$; the retarded limit is $\eta\to0^+$.

Expand the resolvent as $\hat G=\sum_{ij}|i\rangle G_{ij}\langle j|$. Taking matrix elements of $(z-\hat H)\hat G=1$ gives $(zS-H)GS=S$. Since $S$ is invertible,
\begin{equation}
M(z)G(z)=1,\qquad M(z)=zS-H. \label{eq:G}
\end{equation}
The inverse exists for $\eta>0$: for every nonzero vector $v$, $\operatorname{Im}v^\dagger Mv=\eta v^\dagger Sv>0$, so $Mv\ne0$. The same argument holds for each diagonal block. For an infinite lead it needs in addition that $S$ be bounded below by a positive number.

Let $D$ label the device functions and $C$ all lead functions together. Define
\begin{equation}
g=(zS_{CC}-H_{CC})^{-1},\quad
\tau_{CD}=zS_{CD}-H_{CD},\quad
\tau_{DC}=zS_{DC}-H_{DC}.
\end{equation}
At complex $z$ the two couplings are not Hermitian conjugates unless $S_{CD}=0$, because both contain $z$ and neither contains $z^*$. The result to be derived is
\begin{equation}
G_{DD}=(zS_{DD}-H_{DD}-\Sigma)^{-1},\qquad
\Sigma=\tau_{DC}\,g\,\tau_{CD}. \label{eq:result}
\end{equation}

\section{First derivation: elimination of the leads}

The $CD$ and $DD$ blocks of Eq.~\eqref{eq:G} are
\begin{align}
\tau_{CD}G_{DD}+(zS_{CC}-H_{CC})G_{CD}&=0,\\
(zS_{DD}-H_{DD})G_{DD}+\tau_{DC}G_{CD}&=1.
\end{align}
The overlap enters the off-diagonal blocks because the term $z\langle i|\psi\rangle$ in the projected equation includes functions on the other side of the boundary. Multiplying the first line by $g$ from the left gives
\begin{equation}
G_{CD}=-g\,\tau_{CD}G_{DD}.
\end{equation}
Substitution in the second line yields
\begin{equation}
\left[zS_{DD}-H_{DD}-\tau_{DC}g\tau_{CD}\right]G_{DD}=1,
\end{equation}
which is Eq.~\eqref{eq:result}. If $S_{CD}=0$, then $\tau_{CD}=-H_{CD}$, the two minus signs cancel, and $\Sigma=H_{DC}gH_{CD}$. The coupling may equally be written $H-zS$, provided both factors change sign.

For two leads $L$ and $R$, $g$ is block diagonal if $S_{LR}=H_{LR}=0$. Then $\Sigma=\Sigma_L+\Sigma_R$, with
\begin{equation}
\Sigma_L=(zS_{DL}-H_{DL})(zS_{LL}-H_{LL})^{-1}(zS_{LD}-H_{LD})
\end{equation}
and similarly for $R$. With a direct lead-to-lead block, Eq.~\eqref{eq:result} still holds for the joint environment, but the sum of separate self-energies does not. In a random 12-function system the additive form reproduced the full inverse to $9\times10^{-16}\,\mathrm{eV^{-1}}$. Adding direct elements of 0.5 eV between the leads changed $G_{DD}$ by up to $0.32\,\mathrm{eV^{-1}}$, a change which the separate self-energies cannot contain.

\section{Second derivation: orthogonalise, then integrate in time}

Remove from each device function its projection onto the lead space:
\begin{equation}
|d'\rangle=|d\rangle-\sum_{c\in C}|c\rangle X_{cd},\qquad X=S_{CC}^{-1}S_{CD}.
\end{equation}
Then $\langle c|d'\rangle=(S_{CD}-S_{CC}X)_{cd}=0$. The lead functions are unchanged. The new coupling is
\begin{equation}
K\equiv H'_{CD}=H_{CD}-H_{CC}X,
\end{equation}
which does not depend on energy. Using $S_{DC}=X^\dagger S_{CC}$,
\begin{align}
S'_{DD}&=S_{DD}-S_{DC}X-X^\dagger S_{CD}+X^\dagger S_{CC}X\nonumber\\
&=S_{DD}-X^\dagger S_{CC}X .
\end{align}
For the Hamiltonian, insert $H_{CD}=K+H_{CC}X$ and its conjugate:
\begin{align}
H'_{DD}&=H_{DD}-H_{DC}X-X^\dagger H_{CD}+X^\dagger H_{CC}X\nonumber\\
&=H_{DD}-K^\dagger X-X^\dagger K-X^\dagger H_{CC}X. \label{eq:hprime}
\end{align}

Now drive the device with a source $f(t)$, the system being empty beforehand. The amplitudes obey
\begin{align}
i\hbar S_{CC}\dot c_C&=H_{CC}c_C+Kc_D,\label{eq:leadt}\\
i\hbar S'_{DD}\dot c_D&=H'_{DD}c_D+K^\dagger c_C+f(t).
\end{align}
No time derivative of $c_D$ appears in the lead equation, since the mutual overlap has been removed. Its causal solution is
\begin{align}
c_C(t)&=\int_{-\infty}^{t}g(t-t')Kc_D(t')\,dt',\\
g(t)&=-\frac{i}{\hbar}\Theta(t)e^{-iS_{CC}^{-1}H_{CC}t/\hbar}S_{CC}^{-1}.
\end{align}
Indeed $i\hbar S_{CC}g(0^+)=1$ supplies the unit source, and $g$ obeys the free lead equation for $t>0$. Its transform is
\begin{equation}
\int_0^\infty e^{izt/\hbar}g(t)\,dt=(zS_{CC}-H_{CC})^{-1}=g(z).
\end{equation}
The convolution becomes a product, so $c_D(z)=G'_{DD}(z)f(z)$ with
\begin{equation}
G'_{DD}=[zS'_{DD}-H'_{DD}-K^\dagger gK]^{-1}. \label{eq:gprime}
\end{equation}

This is also the Green function in the original basis. In the order $(D,C)$ the change of basis is
\begin{equation}
W=\begin{pmatrix}1&0\\-X&1\end{pmatrix},\qquad M'=W^\dagger MW,\qquad G=WG'W^\dagger .
\end{equation}
The device row of $W$ is $(1,0)$, hence $G_{DD}=G'_{DD}$. Put $S'_{DD}$ and $H'_{DD}$ into Eq.~\eqref{eq:gprime} and collect everything beyond $zS_{DD}-H_{DD}$. With $g^{-1}=zS_{CC}-H_{CC}$,
\begin{align}
\Sigma&=X^\dagger g^{-1}X-X^\dagger K-K^\dagger X+K^\dagger gK\label{eq:split}\\
&=(X^\dagger g^{-1}-K^\dagger)\,g\,(g^{-1}X-K).
\end{align}
The right factor is
\begin{equation}
g^{-1}X-K=zS_{CD}-H_{CC}X-H_{CD}+H_{CC}X=\tau_{CD},
\end{equation}
and the left factor is likewise $\tau_{DC}$, with $z$ unconjugated. Equation~\eqref{eq:result} follows again.

\section{What each derivation assumes}

Elimination uses the invertibility of $zS_{CC}-H_{CC}$ and of the full matrix. It needs neither $S_{CC}^{-1}$ nor Hermiticity, once the required inverses are known to exist. It is therefore the more economical proof and gives the form suited to calculation: if $S_{CD}$ and $H_{CD}$ are short-ranged, only the surface part of $g$ is needed.

The second route requires $S_{CC}$ to have a bounded inverse, also for an infinite lead; nearly dependent functions spoil this. Elimination is not immune, because near dependence makes $zS_{CC}-H_{CC}$ ill-conditioned as well. For a chain of 24 Gaussians $e^{-x^2/2\sigma^2}$ spaced $0.55\sigma$ apart, with a kinetic Hamiltonian and $z=1+0.1i$ in units of $\hbar^2/(2m\sigma^2)$, the condition numbers of $S_{CC}$ and $zS_{CC}-H_{CC}$ are $6\times10^{10}$ and $4\times10^{9}$, and in double precision $G_{DD}$ has relative errors of $2\times10^{-4}$ by elimination and $6\times10^{-4}$ by orthogonalisation. It uses Hermiticity to write the return coupling as $K^\dagger$, and an initially empty system to select the retarded solution. In return it separates two effects. The energy-independent $K$ transfers amplitude, while the polynomial terms in Eq.~\eqref{eq:split} correct the device block for the projection removed from its functions. The price is range: $S_{CC}^{-1}$ can spread $X$ and $K$ into the lead even when the original blocks connect neighbours alone.

Both derivations take the same one-particle Hamiltonian and the chosen basis as given. Interactions beyond a mean field need further self-energies.

\section{Energy zero, large energy and broadening}

Moving the energy zero sends $H\to H+cS$ and $z\to z+c$, so
\begin{equation}
(z+c)S_{CD}-(H_{CD}+cS_{CD})=\tau_{CD}.
\end{equation}
The same cancellation occurs in $g$, and $\Sigma$ is unchanged. With $H_{CD}$ alone as the coupling, the result would depend on an arbitrary reference.

For a bounded matrix Hamiltonian and large $|z|$, $g\simeq S_{CC}^{-1}/z$, hence
\begin{equation}
\frac{\Sigma(z)}{z}\to S_{DC}S_{CC}^{-1}S_{CD}.
\end{equation}
Thus $\Sigma$ generally grows linearly with energy, whereas for $S_{CD}=0$ it falls as $1/z$. The growth turns $S_{DD}$ into $S'_{DD}$, the overlap of the parts of the device functions orthogonal to the leads.

Define $\Gamma=i(\Sigma-\Sigma^\dagger)$ and $A=i(g-g^\dagger)$. Since $(g^\dagger)^{-1}-g^{-1}=(z^*-z)S_{CC}$,
\begin{equation}
A=ig[(g^\dagger)^{-1}-g^{-1}]g^\dagger=2\eta\,gS_{CC}g^\dagger\ge0.
\end{equation}
In Eq.~\eqref{eq:split} the terms $X^\dagger K+K^\dagger X$ are Hermitian and cancel, leaving
\begin{equation}
\Gamma=-2\eta X^\dagger S_{CC}X+K^\dagger AK.
\end{equation}
The first term can make $\Gamma$ negative at finite $\eta$, but it vanishes as $\eta\to0^+$. Moreover $g^{-1}A=2\eta S_{CC}g^\dagger$. Where $X^\dagger S_{CC}g^\dagger K=S_{DC}g^\dagger K$ has a finite limit, the terms of $\tau_{DC}A\,\tau_{DC}^\dagger$ that contain $X$ vanish too, and
\begin{equation}
\Gamma=\tau_{DC}A\,\tau_{DC}^\dagger=K^\dagger AK\ge0.
\end{equation}
This excludes energies of bound states in the isolated lead and singular band edges.

\section{A periodic lead and its transmission}

Take one function per cell, spacing $h$, real nearest-neighbour elements $S_1,H_1$ and onsite elements $S_0,H_0$. Set $a=zS_0-H_0$ and $b=zS_1-H_1$. The first column $c_n$ of the semi-infinite lead's Green function obeys
\begin{equation}
ac_1+bc_2=1,\qquad bc_{n-1}+ac_n+bc_{n+1}=0\quad(n\ge2).
\end{equation}
Try $c_n=B\lambda^n$, with $a+b(\lambda+\lambda^{-1})=0$ and $|\lambda|<1$. The first equation becomes $-bB=1$, so
\begin{equation}
g_{11}=-\lambda/b,\qquad \Sigma=b^2g_{11}=-b\lambda .
\end{equation}
In a band, $\lambda\to e^{i\theta}$ and $\Gamma=2b\sin\theta$, with $\theta$ chosen so that this is positive. Let $S(\theta)=S_0+2S_1\cos\theta$. Differentiating $ES(\theta)=H_0+2H_1\cos\theta$ gives
\begin{equation}
S(\theta)\frac{dE}{d\theta}=2(ES_1-H_1)\sin\theta=\Gamma .
\end{equation}
Since $dE/d\theta=\hbar v/h$, the broadening is $\hbar v/h$ times the Bloch norm per cell. The overlap term in the coupling is thus needed for the correct velocity.

For transmission, number the device sites $1,\dots,n$. On the left write $\psi_j=e^{i\theta(j-1)}+re^{-i\theta(j-1)}$ for $j\le1$. Eliminating $r=\psi_1-1$ gives
\begin{equation}
\psi_0=e^{-i\theta}+(\psi_1-1)e^{i\theta}=\lambda\psi_1-2i\sin\theta .
\end{equation}
In the first device row, $b\psi_0=-\Sigma_L\psi_1-i\Gamma_L$. The last term is a source, hence $\psi_n=i\Gamma_LG_{n1}$. A Bloch wave of amplitude $\psi$ carries flux $vS(\theta)|\psi|^2/h=\Gamma|\psi|^2/\hbar$. Therefore
\begin{equation}
T=\frac{\Gamma_R|\psi_n|^2}{\Gamma_L}=\Gamma_L\Gamma_R|G_{n1}|^2. \label{eq:T}
\end{equation}
The matrix counterpart is $T=\operatorname{Tr}[\Gamma_RG\Gamma_LG^\dagger]$. It is not derived here, but in a test on a perfect two-orbital wire it equalled the number of open channels, one or two, within $6.1\times10^{-6}$.

\section{Tunnelling through a short silicon channel}

Consider a [100] silicon nanowire in a one-subband effective-mass model. The mass is $0.19m_0$. A flat barrier 5 nm long rises 0.30 eV above the source subband edge, and the drain edge lies 0.05 eV below the source edge. Use triangular functions of spacing $h$, divided by $\sqrt h$. On one mesh interval the integrals of $(x/h)^2/h$ and $(x/h)(1-x/h)/h$ are $1/3$ and $1/6$. Two intervals contribute to the onsite element. The slopes are $\pm h^{-3/2}$, so on one interval the kinetic integral $(\hbar^2/2m)\int\phi_i'\phi_j'\,dx$ is $\hbar^2/(2mh^2)$ for $i=j$ and minus this for neighbours. With $t=\hbar^2/(2mh^2)$ and constant potential $U$,
\begin{align}
S_0&=\tfrac23, & S_1&=\tfrac16,\\
H_0&=2t+\tfrac23U, & H_1&=-t+\tfrac16U.
\end{align}

At $h=0.25$ nm, $t=3.2084$ eV. For $E=0.10$ eV in the source, where $U=0$,
\begin{align}
a&=0.0667-6.4168=-6.3501\ \mathrm{eV},\\
b&=0.0167+3.2084=3.2251\ \mathrm{eV},\\
\cos\theta&=-a/(2b)=0.9845,\qquad \sin\theta=0.1754,\\
\Sigma_L&=-be^{i\theta}=-3.1751-0.5657i\ \mathrm{eV}.
\end{align}
Thus $\Gamma_L=1.1314$ eV, in agreement with $S(\theta)dE/d\theta=0.99483\times1.13726$ eV. The drain gives $\Gamma_R=1.3848$ eV. Solving the device matrix and using Eq.~\eqref{eq:T} gives $T=1.669\times10^{-4}$, unchanged when the energy zero is moved to 4 eV above the source edge, roughly the vacuum level.

Suppose $ES_1$ is omitted from the coupling while $g$ is kept. The self-energy is multiplied by $s=H_1^2/b^2$. For a single device site in a perfect wire,
\begin{align}
a-2s\Sigma&=2b[(s-1)\cos\theta+is\sin\theta],\\
T_{\rm omitted}&=\frac{s^2\sin^2\theta}{(s-1)^2\cos^2\theta+s^2\sin^2\theta}.
\end{align}
With the zero at the source edge, $s=0.990$ and $T_{\rm omitted}=0.997$. With the moved zero, $H_1=-3.2084-4/6=-3.8751$ eV, $s=1.444$ and $T_{\rm omitted}=0.252$. The full coupling gives 1. For the barrier, with the device boundaries at the barrier edges, the omission gives $1.50\times10^{-4}$ and $2.70\times10^{-4}$ for the two zeros. These values also depend on where the boundaries are drawn: moving them four cells into each lead turns the second into $8.5\times10^{-6}$.

An independent continuum value follows from matching wave and slope. Let $k_1,k_2$ be the source and drain wave numbers and $\kappa=0.999\,\mathrm{nm^{-1}}$ the barrier decay constant. Starting from $\psi=1$, $\psi'=ik_2$ at the drain edge, the source-edge values are
\begin{align}
\psi(0)&=\cosh\kappa L-i(k_2/\kappa)\sinh\kappa L,\\
\psi'(0)&=ik_2\cosh\kappa L-\kappa\sinh\kappa L.
\end{align}
The incoming amplitude is $A_{\rm in}=[\psi(0)+\psi'(0)/(ik_1)]/2$, and $T=k_2/(k_1|A_{\rm in}|^2)=1.717\times10^{-4}$. Relative to this, the errors at $h=0.5$, 0.25 and 0.125 nm are $-10.8$, $-2.8$ and $-0.7$ per cent. Most of the error is in the decay constant. Expanding the discrete band gives $E-U\simeq(\hbar^2k^2/2m)(1+k^2h^2/12)$. Setting $k=i\kappa_h$ at fixed energy gives $\kappa_h\simeq\kappa(1+\kappa^2h^2/24)$. The exponent then lowers $T$ by about $\kappa^3h^2L/12=2.6$ per cent at 0.25 nm.

For the current, one spin and valley supplies states at the rate $v\,dk/(2\pi)=dE/h_{\rm P}$, where $h_{\rm P}$ is Planck's constant. With two spins and four valleys,
\begin{equation}
I=\frac{8e}{h_{\rm P}}\int T(E)[f_S(E)-f_D(E)]\,dE .
\end{equation}
At 300 K, with Fermi levels 0.05 eV (source) and 0 eV (drain), the result is 1.07 nA at $h=0.1$ nm; continuum waves give 1.08 nA. Energies below the barrier top carry 87 per cent.

These parameters are rough. Silicon transistors for advanced logic have gates of roughly 10 to 20 nm, so 5 nm is short, and their operating drain bias is far above 0.05 V. For a 4 nm square wire, 1.07 nA divided by the 16 nm perimeter is 67 nA/$\mu$m; high-performance logic tolerates roughly 100 nA/$\mu$m when off, but at full drain bias, so the closeness of the two numbers does not test the model. At 0.7 V the result depends on where the bias falls: 66 nA/$\mu$m if it falls wholly at the drain edge, about $10^5$ nA/$\mu$m if it falls linearly across the barrier with the source-side height held at 0.30 eV. Of the changes sized here at 0.05 V, that of the barrier shape has the largest effect: a parabolic barrier of the same foot width, with a linear bias drop, raises $T$ at $E=0.10$ eV by a factor of 44 and the current by a factor of 34. The drop, which lowers the peak to 0.276 eV, supplies about a factor of 2; without it the factor in $T$ is 21. Nonparabolicity $\alpha=0.5\,\mathrm{eV^{-1}}$, taken as $\varepsilon(1+\alpha\varepsilon)=\hbar^2k^2/2m$, raises $T$ by a factor of about 1.7 through the exponent alone if the subband edge is placed at the bulk band edge, which is the limit of a wide wire. In the 4 nm wire the hard-wall confinement energy of 0.15 eV enters the same relation, the decay constant grows instead, and the factor becomes about 0.8. With Fermi levels fixed, heating to 400 K raises the flat-barrier current 4.2 times. In hard-wall estimates the second subband adds 7 per cent and the heavy-mass valleys 0.2 per cent. A rough mobility of 200 cm$^2$/(V s) gives a relaxation time $\mu m/e\approx2.2\times10^{-14}$ s, and hence a scattering length near 3 nm at the speed $\sqrt{k_BT/m}$ and near 9 nm at the source speed for $E=0.10$ eV. These lengths are comparable to the channel length, so ballistic transport is not assured. The drain conduction edge lies roughly 0.8 eV above the channel valence top for a gap near 1.1 eV, which closes elastic band-to-band tunnelling there at this bias; at 0.7 V the same estimate leaves a margin of only about 0.1 eV. The current is therefore a model value, not a device prediction; the remaining figures are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Random blocks: largest error of G_DD = 8.9e-16 1/eV
Change of G_DD by direct lead coupling = 0.319 1/eV
Two-orbital wire: channel numbers tested = [1, 2]
Two-orbital wire: largest error of T = 6.1e-06
Transport mass = 0.19 m0; heavy mass = 0.92 m0
Channel length = 5.0 nm; barrier = 0.3 eV
Drain bias = 0.05 V; source Fermi level = 0.05 eV
Temperature = 300.0 K; valleys = 4
Energy E = 0.1 eV; mesh spacing h = 0.25 nm
hbar^2/(2 m h^2) = 3.20841 eV
Overlap S0 = 0.66667, S1 = 0.16667
Source H0 = 6.41681 eV, H1 = -3.20841 eV
Source a = -6.35015 eV, b = E S1-H1 = 3.22507 eV
Source phase theta = 0.17632 rad; lambda = 0.98450 +0.17540i
Source surface g = -0.30526 -0.05439i 1/eV
Source Sigma = -3.17507 -0.56569i eV; Gamma = 1.13138 eV
Source dE/dtheta = 1.13726 eV; S(theta) = 0.99483
Source group velocity = 4.320e+05 m/s
Drain H1 = -3.21674 eV; b = 3.23341 eV
Drain Sigma = -3.15841 -0.69238i eV; Gamma = 1.38475 eV
Barrier T at h = 0.25 nm: 1.66926e-04
Same T with energy zero moved: 1.66926e-04
Energy shift c used for moved zero = -4.0 eV
Barrier T without E*S in coupling, source zero: 1.50106e-04
Barrier T without E*S in coupling, moved zero: 2.70176e-04
Perfect wire T, full coupling: 1.000000
Perfect wire T without E*S, source zero: 0.996594
Perfect wire T without E*S, moved zero: 0.251528
Mesh h = 0.5 nm: T = 1.53065e-04, error = -10.84 %
Mesh h = 0.25 nm: T = 1.66926e-04, error = -2.77 %
Mesh h = 0.125 nm: T = 1.70485e-04, error = -0.70 %
Continuum wave matching: T = 1.71680e-04
Error ratio on halving h from 0.25 nm = 3.979
Current, Green function, h = 0.1 nm: 1.0730 nA
Current, continuum waves: 1.0762 nA
Share of current below barrier top = 87.4 %
Decay constant in barrier at E = 0.9987 1/nm
Nonparabolicity used = 0.5 1/eV
Nonparabolicity: T factor from exponent = 1.67
Parabolic barrier of same foot width: T factor = 43.9
Wire width for subband estimates = 4.0 nm
Second subband: edge +0.0766 eV, current ratio 0.0728
Heavy valleys: edge +0.0981 eV, current ratio 1.96e-03
Current ratio 400 K to 300 K, fixed Fermi level = 4.18
Rough mobility = 200.0 cm2/Vs; scattering length = 3.34 nm
Rough band gap = 1.12 eV; drain edge above channel valence top
  by 0.77 eV (band-to-band tunnelling margin)
\end{verbatim}
